Imaginary potential and imaginary mass as absorbers of Dirac waves

A Dirac wave packet computed on a finite grid sooner or later reaches the edge. Unless something removes it there, it returns and interferes with the part of the solution that was wanted. One cure is a layer near the edge in which the Hamiltonian has a negative imaginary part. For a Dirac particle this part can be put in the electrostatic potential or in the mass, and the choice matters. The two kinds send back spurious waves of different size, and an imaginary mass can even feed the packet instead of absorbing it.

**The model**

Take one space dimension and let ψ = (f, g), where f and g are the two chiral components. With ħ = 1,

H = cσ_z p + mc²σ_x − iW(x) − iU(x)σ_x,  p = −i d/dx.

Here W is the strength of the imaginary electrostatic potential and U that of the imaginary mass. Both are real energies and vanish outside 0 < x < d. Without mass terms f moves to the right and g to the left, each at speed c. The matrix σ_x exchanges them, so a mass term of either kind couples the chiralities.

The anti-Hermitian part of H changes the density. From i∂ψ/∂t = Hψ,

∂(ψ†ψ)/∂t + ∂j/∂x = −2ψ†(W + Uσ_x)ψ,  j = c(|f|² − |g|²).

The matrix W + Uσ_x has eigenvalues W + U and W − U. The right side is therefore a loss for every spinor only if W ≥ |U|. An imaginary mass alone has eigenvalues ±U: it drains one combination of chiralities and feeds the other.

For a stationary wave of real energy E, define

S = E + iW,  M = mc² − iU.

The two rows of Hψ = Eψ are −icf′ + Mg = Sf and icg′ + Mf = Sg. Solving for the derivatives,

f′ = (i/c)(Sf − Mg),  g′ = (i/c)(Mf − Sg).  (1)

The wave comes from the left, and nothing comes back from beyond x = d. Its reflected and transmitted amplitudes are r and t, with R = |r|² and T = |t|².

**Massless waves**

Set m = 0 and U = 0. Then M = 0 and equations (1) separate:

f′ = (iE − W)f/c,  g′ = −(iE − W)g/c.

At the exit g(d) = 0. Since g obeys a first-order equation of its own, it is zero throughout the layer. Hence r = 0 for any profile W(x), sharp or smooth, and

T = exp(−(2/c)∫W dx).

Now set m = 0 and W = 0, so that M = −iU:

f′ = (iEf − Ug)/c,  g′ = (Uf − iEg)/c.

The chiralities are coupled, and in general there is reflection. But is there absorption? The terms in E drop out of the derivatives of the moduli:

(|f|²)′ = −(2U/c) Re(f*g),  (|g|²)′ = +(2U/c) Re(f*g).

The sum |f|² + |g|² is independent of x. It equals 1 + R at the entrance and T at the exit, so

T = 1 + R.

Whenever anything is reflected, more comes out than went in. For massless waves the imaginary mass is a reflector with gain, not an absorber.

The gain can run away. Look for a mode of a uniform layer with E = iη and η > 0, which grows in time as e^{ηt}. Outside, it must decay away from the layer, which requires f(0) = 0 and g(d) = 0. Inside,

f′ = −(ηf + Ug)/c,  g′ = (Uf + ηg)/c.

Differentiating the second equation and inserting both gives g″ = −(U² − η²)g/c². Let y = (d/c)√(U² − η²). With g(0) = 1 and g′(0) = η/c,

g(x) = cos(yx/d) + (ηd/cy) sin(yx/d).

The condition g(d) = 0 gives η = −(c/d) y cot y. Since (Ud/c)² = y² + (ηd/c)² = y²/sin²y, we also have

sin y = y/(Ud/c),  π/2 < y < π,

where the interval makes η positive. There (sin y)/y falls from 2/π to zero, so a solution exists once Ud/c > π/2. For d = 0.1 bohr this means U above about 2153 hartree. At Ud/c = 2.5 the formula gives a growth rate of 1.316 c/d, and diagonalizing H on a grid gives 1.317 c/d.

**Why mass makes the electrostatic absorber reflect**

With m > 0 the chiralities are coupled before the wave reaches the absorber. In a region of constant S and M, insert ψ = (1, ρ)e^{iκx} into (1):

cκ = S − Mρ,  cκρ = M − Sρ.

Eliminating κ gives Mρ² − 2Sρ + M = 0. Define a complex rapidity θ by cosh θ = S/M. The roots are ρ = e^{−θ} and ρ = e^{θ}. The first gives cκ = M(cosh θ − e^{−θ}) = M sinh θ; the second gives the opposite wave number and a spinor proportional to (e^{−θ}, 1). From here on ρ = e^{−θ}, and

c²κ² = S² − M².

The branch is the one with κ → p when W and U vanish. In free space, where ρ is real, the flux of a(1, ρ) + b(ρ, 1) is c(1 − ρ²)(|a|² − |b|²), so R and T are indeed flux ratios.

The cause of reflection is now visible. A right-moving wave needs a definite ratio ρ of its two components, and this ratio depends on S/M. Turning on W alone changes S/M, so the incoming spinor no longer fits the right-moving wave inside. A reflected wave must make up the difference. For m = 0 and U = 0, ρ = 0 whatever W is, and there is no misfit.

For a sharp step from free space (θ₀, ρ₀) to a uniform absorber (θ₁, ρ₁), continuity of both components reads

1 + r₁ρ₀ = τ,  ρ₀ + r₁ = τρ₁,

where τ is the amplitude inside. Eliminating τ and then multiplying numerator and denominator by e^{(θ₀+θ₁)/2},

r₁ = (ρ₁ − ρ₀)/(1 − ρ₀ρ₁) = sinh[(θ₀ − θ₁)/2] / sinh[(θ₀ + θ₁)/2].  (2)

For a weak absorber, expand to first order in W and U:

cosh θ₁ − cosh θ₀ ≈ i(mc²W + EU)/(mc²)².

The left side is (θ₁ − θ₀) sinh θ₀, while (2) becomes r₁ ≈ −(θ₁ − θ₀)/(2 sinh θ₀). With mc² sinh θ₀ = cp,

r₁ ≈ −i(mc²W + EU)/(2c²p²).  (3)

The damping follows from c²κ² ≈ c²p² + 2i(EW + mc²U):

Im κ ≈ (EW + mc²U)/(c²p).  (4)

These laws hold to leading order, when EW and EU are small compared with c²p². They answer the question quantitatively. In reflection, W is weighted by the rest energy and U by the total energy; in damping the weights are exchanged. At equal strength the electrostatic reflectance is lower by (mc²/E)². At equal damping the advantage is larger: |r₁|/Im κ is (mc²/E)/(2p) for W and (E/mc²)/(2p) for U, so the reflectances differ by (mc²/E)⁴.

For a slow particle E ≈ mc², and the two absorbers act alike at this order. Equation (3) then gives |r₁| ≈ mW/(2p²) = W/(4E_kin), the result for a Schrödinger wave. It grows as the particle slows, until the weak-field condition fails. The expansion of S/M used for (3) assumes U ≪ mc², but (3) also holds at m = 0. Since ρ = 1/(cosh θ + sinh θ) = M/(S + cκ), the massless step has ρ₀ = 0 and r₁ = ρ₁ ≈ −iU/(2E), which is (3) with E = cp. In the massless limit W thus disappears from (3) and U disappears from (4), as found above.

**Numbers for an electron**

Use Hartree atomic units with p = 100 a.u. and a strength of 1000 hartree (27.2 keV). Then mc² = 18779 hartree and E = 23247 hartree. For W alone,

|r₁| ≈ 18779 × 1000 / [2 × (13704)²] = 0.050,

where cp = 13704 hartree. The exact step has r₁ = −0.0061 − 0.0491i, so R = 0.00245. For U alone R = 0.00377. Their ratio, 0.651, is close to (mc²/E)² = 0.653. Other momenta show the trend at the same strength:

p = 50: R_W = 0.0323, R_U = 0.0369, ratio 0.875, (mc²/E)² = 0.883
p = 200: R_W = 1.56 × 10⁻⁴, R_U = 4.88 × 10⁻⁴, ratio 0.319, (mc²/E)² = 0.319
p = 400: R_W = 9.8 × 10⁻⁶, R_U = 9.3 × 10⁻⁵, ratio 0.105, (mc²/E)² = 0.105

A layer of finite thickness has two faces. A wave inside that meets either face is reflected with amplitude −r₁, because θ₀ and θ₁ change places in (2). The product of the transmission amplitudes into and out of the layer is

(1 + r₁ρ₀)(1 − r₁ρ₁) = (1 − ρ₀²)(1 − ρ₁²)/(1 − ρ₀ρ₁)² = 1 − r₁²,

as inserting r₁ from (2) shows. Let z = e^{2iκd} be the factor for one round trip. When |r₁²z| < 1, summing all round trips gives

r = r₁ − r₁(1 − r₁²)z/(1 − r₁²z) = r₁(1 − z)/(1 − r₁²z),
t = (1 − r₁²)e^{iκd}/(1 − r₁²z).

For d = 0.1 bohr and W alone, Im κ = 12.32 per bohr and |z| = e^{−2.46} ≈ 0.085. The computed values are R = 0.0023 and T = 0.085. For U alone they are R = 0.0036 and T = 0.138: the imaginary mass does absorb this massive wave, but less well. For massless waves of the same momentum, W gives T = exp(−200/137.04) = 0.232 without reflection, whereas U gives R = 0.0017 and T = 1.0017.

**Smooth absorbers**

To see where reflection arises in a varying layer, use the local waves as a basis:

ψ = a(1, ρ) + b(ρ, 1).

Equation (1) says ψ′ = iκa(1, ρ) − iκb(ρ, 1). Direct differentiation gives a′(1, ρ) + b′(ρ, 1) + ρ′(b, a). To compare them, write

(0, 1) = [(ρ, 1) − ρ(1, ρ)]/(1 − ρ²),  (1, 0) = [(1, ρ) − ρ(ρ, 1)]/(1 − ρ²).

With h = ρ′/(1 − ρ²), matching coefficients yields

a′ = iκa + h(ρa − b),  b′ = −iκb − h(a − ρb).

For the local reflection ratio r(x) = b/a, we have r′ = b′/a − r a′/a. The terms hρr cancel, leaving r′ = −2iκr − h(1 − r²). Since ρ = e^{−θ}, h = −θ′/(2 sinh θ). Differentiating cosh θ = S/M gives θ′ sinh θ = (S′M − SM′)/M², with S′ = iW′ and M′ = −iU′. Therefore

r′ = −2iκr + i(MW′ + SU′)(1 − r²)/(2c²κ²),  r(d) = 0.  (5)

The divisor M² has cancelled, so the massless case follows by continuity. The source of reflection is mass times the gradient of W plus energy times the gradient of U.

For a weak layer with little total damping, drop r² and replace κ, M and S by p, mc² and E. Multiply by e^{2ipx}, integrate from 0 to d, and integrate the source by parts, using that W and U vanish at the ends:

r(0) ≈ −(1/(c²p)) ∫(mc²W + EU)e^{2ipx} dx.

Reflection thus samples the profile at wave number 2p, where a smooth, long profile has little weight. The profile W = W₀ sin²(πx/d) with W₀ = 1000 hartree and d = 0.2 bohr transmits 0.085 at p = 100 a.u., the same as the uniform layer of 0.1 bohr. Its reflectance is only 4.5 × 10⁻⁷ instead of 2.3 × 10⁻³. The weak-layer formula neglects the considerable damping here and is no reliable estimate. For this profile it carries a factor sin²(pd), from the interference of the two ends of the layer: it gives 1.3 × 10⁻⁶ at d = 0.2 bohr, but 8 × 10⁻¹¹ at d = 0.22 bohr, where the true reflectance is 2.4 × 10⁻⁷. The price is twice the length.

**Using one reflection to cancel the other**

Equation (5) has no source if S/M keeps its free value. At a chosen energy E₀ > mc², with momentum p₀, this requires

U = −W mc²/E₀.

Then S = E₀(1 + iW/E₀) and M = mc²(1 + iW/E₀), so both carry the same factor and ρ is constant. It follows that r = 0 at E₀ for any profile, including a sharp one. The common factor also multiplies the wave number, κ = p₀(1 + iW/E₀), so

T = exp(−(2p₀/E₀)∫W dx).

Since |U| < W, this layer removes density from every spinor. Its cost is weaker damping. In the example U = −808 hartree, and the uniform layer transmits exp(−2 × 100 × 1000 × 0.1/23247) = 0.423 rather than 0.085. Away from E₀ the weak-field source is mc²W(1 − E/E₀), so the reflected amplitude is 1 − E/E₀ times that of W alone. It is smaller at positive energies below 2E₀, but larger above 2E₀ and at all negative energies.

A wave packet contains a range of energies and tests this directly. Its momentum spread here is 6.25 a.u., and the absorber is a sin² layer of 0.05 bohr. With W alone the reflected probability is 8.4 × 10⁻⁴; with the matched layer it is 7.0 × 10⁻⁷. The transmitted probability rises from 0.54 to 0.81, so to absorb as much as W alone the matched layer needs a larger ∫W dx: it must be longer or stronger.

**Negative energies**

A time-dependent Dirac calculation can also contain negative-energy components. The spinor (1, ρ) has

⟨σ_x⟩ = 2ρ/(1 + ρ²) = 1/cosh θ₀ = mc²/E,

which changes sign with E. A positive U therefore drains a travelling wave of positive energy and feeds one of negative energy. Equation (4) agrees: the velocity is c²p/E, so a right-moving wave with E < 0 has p < 0. The W term still damps it, while the U term makes it grow. In a standing wave even positive energy gives no full protection: where two opposite waves combine to a spinor proportional to (1, −1), ⟨σ_x⟩ = −1 and a positive U feeds the density. The uniform layer with U = 1000 hartree, which transmits 0.138 at energy E, transmits 7.3 at −E. These are stationary coefficients. The same layer also supports modes that grow in time, and once excited they eventually dominate a time-dependent calculation.

An imaginary mass alone is thus unsafe as a general absorber. The electrostatic absorber damps both signs of energy, and for massive waves its reflection can be made small by a smooth profile that is long compared with the wavelength, or cancelled at one energy by a matched imaginary mass. Very slow waves remain difficult for the smooth profile, because their wavelength is long. The exact cancellations belong to one dimension, that is, to normal incidence. In two dimensions a momentum q along the layer adds a term cqσ_y, which also couples the two components. At total momentum 100 a.u., W = 1000 hartree and 30° incidence, a sharp W step reflects massless waves with R = 5.9 × 10⁻⁴, and for the electron the matched step gives R = 2.1 × 10⁻⁴ instead of zero, against 4.9 × 10⁻³ for W alone. The numerical check compares these formulas with direct solutions of the Dirac equation.

Numbers as computed

```
c = 137.0360 a.u., mc^2 = 18778.87 hartree
p = 100 a.u., E = 23247.25 hartree, E/mc^2 = 1.23795
speed = 80.779 a.u.; massless energy cp = 13703.60 hartree
strength = 1000 hartree = 27.211 keV
matched U = -807.789 hartree; slab length = 0.1 bohr
step r, W only: exact -0.006053-0.049132j, weak law 0.000000-0.050000j
step r, U only: exact -0.006060-0.061063j, weak law 0.000000-0.061897j
Im kappa, W: 12.3189 1/bohr, weak law 12.3795
Im kappa, U: 9.9250 1/bohr, weak law 10.0000
Step table: p (a.u.), E/mc^2, R_W, R_U, R_W/R_U, (mc^2/E)^2
  50  1.0645  3.2310e-02  3.6940e-02  0.8746  0.8825
  100  1.2379  2.4506e-03  3.7654e-03  0.6508  0.6525
  200  1.7692  1.5590e-04  4.8829e-04  0.3193  0.3195
  400  3.0855  9.7618e-06  9.2950e-05  0.1050  0.1050
Slab at p = 100 a.u.: R, T, absorbed 1-R-T (negative: gain)
  massive, W: 2.3358e-03, 0.085498, 0.912166
  massive, U: 3.5597e-03, 0.138333, 0.858107
  massive, matched: below 1e-20, 0.423028, 0.576972
  massless, W: below 1e-20, 0.232359, 0.767641
  massless, U: 1.7006e-03, 1.001701, -0.003401
Massive U slab at energy -E: T = 7.2989
Smooth sin^2 absorber, W only, p = 100: length (bohr), R, T
  0.05  6.8450e-04  5.4065e-01
  0.10  7.2002e-06  2.9121e-01
  0.20  4.5118e-07  8.4745e-02
  0.40  2.4064e-08  7.1797e-03
Massless U slab of 0.1 bohr: growing mode above U = 2152.6 hartree
Growth rate at U d/c = 2.5: formula 1.3164 c/d, diagonalization 1.3172 c/d
Packets: width 0.08 bohr, momentum spread 6.25 a.u., absorber 0.05 bohr
  massive, W: R 8.4331e-04 (stationary 8.4330e-04)
    T 0.539980 (stationary 0.539983)
  massive, matched: R 6.9507e-07 (stationary 6.9497e-07)
    T 0.806253 (stationary 0.806254)
  massless, U: R 6.0622e-04 (stationary 6.0621e-04)
    T 1.000606 (stationary 1.000606)
```
